# Dose Rate and Hole Collection in Thick, Low-Field Bipolar Oxides

**Q:** I have to qualify a bipolar transistor for a dose of 50 krad(SiO2), which it will receive over about two months. I plan to deliver it at 100 rad/s, in 500 s. Defects then have no time to anneal, so the fast test must be the worst case.

**A:** That follows if both exposures create the same number of defects and differ only in annealing. In the oxide over the base of a bipolar transistor, the number created can itself depend on dose rate.

**Q:** How? The same dose creates the same number of electron-hole pairs.

**A:** It does, but in the mechanism considered here a hole does its damage by reaching the silicon interface, and it may meet a radiation electron on the way. At a higher rate there are more holes and more electrons in transit together.

Put the gate at \(x=0\) and silicon at \(x=d\). A voltage \(V\) gives a field \(E=V/d\) that drives holes to silicon and electrons to the gate. For now, take the field as uniform and neglect diffusion. Pairs that escape initial recombination appear at the uniform rate \(G=gYR\), where \(g\) is the number of pairs per volume and dose, \(Y\) the escaping fraction and \(R\) the dose rate.

Let \(p,n\) be the hole and electron densities, \(\mu_p,\mu_n\) their mobilities and \(k\) their recombination coefficient. The hole flux toward silicon is \(a=\mu_pEp\); the electron flux toward the gate is \(b=\mu_nEn\). In steady state,

\[
\frac{da}{dx}=G-knp,\qquad -\frac{db}{dx}=G-knp .
\]

Adding \(a'\) and \(b'\) gives zero, so \(a+b=J\) is constant. No holes enter from the gate and no electrons from silicon: \(a(0)=0\) and \(b(d)=0\). Hence \(a(d)=J\), and the fraction of holes collected at silicon is \(\eta=J/(Gd)\).

**Q:** Can you find \(\eta\) without assuming that recombination is weak?

**A:** Yes. Substitute \(p=a/(\mu_pE)\), \(n=b/(\mu_nE)\) and \(b=J-a\):

\[
a'=G-\beta a(J-a),\qquad \beta=\frac{k}{\mu_n\mu_pE^2}.
\]

With \(s=a-J/2\), the product \(a(J-a)\) is \(J^2/4-s^2\), so

\[
s'=A+\beta s^2,\qquad A=G-\beta J^2/4 .
\]

Here \(s\) runs from \(-J/2\) to \(J/2\). It must cross zero with positive slope, so \(A>0\). Separating variables gives

\[
d=\int_{-J/2}^{J/2}\frac{ds}{A+\beta s^2}
=\frac{2}{\sqrt{\beta A}}\arctan\!\left(\frac J2\sqrt{\frac{\beta}{A}}\right).
\]

Now define \(\sin\theta=(J/2)\sqrt{\beta/G}\), with \(0<\theta<\pi/2\). Then \(A=G\cos^2\theta\), and the argument of the arctangent is \(\tan\theta\). Therefore \(d\sqrt{\beta G}\cos\theta=2\theta\). With \(m=\beta Gd^2\),

\[
\sqrt m\cos\theta=2\theta,\qquad
\eta=\frac{2\sin\theta}{\sqrt m}
=\frac{\sin2\theta}{2\theta}.
\]

The last form uses \(\sqrt m=2\theta/\cos\theta\). As \(\theta\) increases, \(m\) rises and \(\eta\) falls. Since \(m\propto R\), steady collection per unit dose falls with dose rate in this model.

For small \(m\), \(4\theta^2\simeq m\), and the sine series gives \(\eta\simeq1-m/6\). For large \(m\), \(\theta\to\pi/2\) and \(\eta\simeq2/\sqrt m\). The arrival rate \(\eta Gd\) still rises, but as \(\sqrt R\) instead of \(R\).

**Q:** Where do thickness and low field enter?

**A:** We need \(k\). Suppose an electron drifts into the Coulomb field \(q/(4\pi\epsilon r^2)\) of a nearly stationary hole and is captured. The inward electron current through a sphere is

\[
4\pi r^2\,n\mu_n\frac{q}{4\pi\epsilon r^2}=\frac{q\mu_n}{\epsilon}n,
\]

so \(k=q\mu_n/\epsilon\), the Langevin coefficient. It assumes frequent scattering and certain capture. Then

\[
m=\frac{qGd^2}{\epsilon\mu_pE^2}
=\frac{qGd^4}{\epsilon\mu_pV^2}.
\]

For a given \(G\), \(m\) grows as \(d^2\) at fixed field and as \(d^4\) at fixed voltage. (In the second case the weaker field also lowers \(Y\), and so \(G\), which offsets part of the growth.) Slow holes increase it too.

**Q:** Put numbers in for my two exposures.

**A:** Take round parameters for a base oxide: \(d=600\) nm, \(V=0.6\) V, hence \(E=0.01\) MV/cm, \(Y=0.1\), relative permittivity 3.9 and \(\mu_p=3\times10^{-10}\) cm²/Vs. This small effective mobility stands for holes repeatedly held in shallow traps.

One rad deposits 0.01 J/kg. With a density of 2.2 g/cm³ and 17 eV per pair, \(g=8.08\times10^{12}\) cm⁻³ rad⁻¹. At 100 rad/s, \(G=8.08\times10^{13}\) cm⁻³ s⁻¹. Using \(q/\epsilon=4.64\times10^{-7}\) V cm,

\[
m=\frac{(4.64\times10^{-7})(8.08\times10^{13})(6\times10^{-5})^2}
{(3\times10^{-10})(10^4)^2}=4.50 .
\]

The equation for \(\theta\) gives \(\theta=0.765\) and \(\eta=0.653\). At 0.01 rad/s, \(m=4.5\times10^{-4}\) and \(\eta=0.9999\). Between them, \(\eta\) is 0.993 at 1 rad/s and 0.934 at 10 rad/s.

**Q:** Perhaps the missing holes are merely late. If I wait after the fast test, won't they arrive?

**A:** Some will, so they must be counted. The hole transit time is \(d/(\mu_pE)=20\) s. During a finite exposure, the hole equation becomes

\[
\frac{\partial p}{\partial t}+\frac{\partial a}{\partial x}=G-knp,
\]

while the much faster electrons still obey their steady equation. I integrated these equations on 400 cells, moving holes one cell at a time and attenuating the electron flux across each cell. When the beam stops, the electrons leave and the remaining holes drift to silicon without recombining.

For the 500 s exposure the total collected fraction is 0.656 on this grid (0.655 in the fine-grid limit), of which 0.013 arrives afterwards. Waiting does not recover the remaining third or so, because those holes have recombined.

The dose supplies \(gYDd=2.42\times10^{12}\) holes/cm², where \(D\) is the total dose. Suppose 2% of arriving holes produce an interface defect, at either rate and below saturation. The defect densities are then \(4.85\times10^{10}\) cm⁻² for the slow exposure and \(3.18\times10^{10}\) cm⁻² for the fast one. Their ratio is about 1.5 (1.52 on this grid, 1.53 in the fine-grid limit). If excess base current at fixed measuring bias increases with defect density, the slow exposure causes more degradation. The current ratio need not equal the defect ratio.

**Q:** If I raise the rate further, does the damage at this dose fall to zero?

**A:** Not in this model. The law \(2/\sqrt m\) requires an exposure long enough to reach steady state. Consider a pulse much shorter than the hole transit time but still much longer than the electron transit time. Holes then stay where they are created, while the electron flux remains nearly steady.

Let \(y\) be distance from silicon divided by \(d\), and \(u\) the fraction of the dose delivered. Scale hole density as \(h=p/(gYD)\) and electron flux as \(f=b/(Gd)\). Electrons start from zero flux at silicon, so

\[
\frac{\partial h}{\partial u}=\frac{\partial f}{\partial y}=1-Mhf,
\qquad M=\frac{kgYDd}{\mu_nE}.
\]

The first equality allows \(h=F_y\) and \(f=F_u\), with subscripts denoting derivatives. Thus \(F_{yu}=1-MF_yF_u\). Set \(W=e^{MF}\):

\[
W_{yu}=MW(F_{yu}+MF_yF_u)=MW .
\]

There are no holes at \(u=0\) and no electron flux at \(y=0\), so we can set \(F=0\), hence \(W=1\), on both edges. The series satisfying these conditions is

\[
W=\sum_{j=0}^{\infty}\frac{(Myu)^j}{(j!)^2}=I_0(2\sqrt{Myu}),
\]

where \(I_0\) is the modified Bessel function. Differentiating term \(j\) by \(y\) and \(u\) gives \(M\) times term \(j-1\). The surviving fraction is

\[
\int_0^1h\,dy=F(1,1)=\frac{\ln I_0(2\sqrt M)}{M}.
\]

For pulses in this range it depends on dose but not on rate. Here \(M=112\), and the fraction is 0.167. The time integration gives 0.303 at 1000 rad/s and 0.185 at 10,000 rad/s, approaching this plateau.

These very-high-rate values belong to the uniform-field model and do not predict a device. The surviving charge alone would have a field scale of \(0.167M\simeq19\) times the applied field.

**Q:** Then is the field uniform even at 100 rad/s?

**A:** No. Without recombination, \(p=Gx/(\mu_pE)\). Integrating Poisson's equation \(E'=qp/\epsilon\) estimates the field change across the oxide as \(m/2\simeq2.2\) times the mean field.

I therefore solved the steady problem again by collocation, with Poisson's equation, drift and diffusion at 300 K. The voltage was fixed and both contacts absorbed carriers; the small electron charge was neglected. At 100 rad/s the field ranges from 0.59 of its mean at the gate to 1.60 at silicon. Of the holes, 0.601 reach silicon, 0.056 reach the gate and 0.343 recombine.

At 0.01 rad/s, 0.957 reach silicon. The loss is mainly diffusion to the gate, comparable with \(k_BT/(qV)=0.043\), where \(k_B\) is Boltzmann's constant. The low-to-high ratio is now \(0.957/0.601=1.59\), so the ordering survives. This keeps \(G\) uniform; letting \(Y\) follow the local field as \(E^{0.7}\) to \(E^{0.9}\) lowers the ratio to about 1.5. With electron capture switched off at the high rate, space charge alone gives 1.06. Capture is thus the larger cause in this example.

**Q:** How closely does this describe a real base oxide?

**A:** Thicknesses of several hundred nanometres and weak fields are typical of such oxides. The hole mobility is the least secure input. Values near \(10^{-5}\) cm²/Vs are a rough scale for holes in good thermal oxide, though their transport is dispersive and has no single mobility. With that value \(m\) would be about \(10^{-4}\) at 100 rad/s, and this mechanism would vanish. Even holes ten times faster than in the example raise the uniform-field \(\eta\) to 0.934. Capture may also be weaker than Langevin's estimate: a tenfold reduction lowers the full-model ratio from 1.59 to 1.15. The yield at so weak a field is uncertain too and depends on the radiation source: \(Y=0.06\) gives 1.39 and \(Y=0.012\) gives 1.09.

Over heavily doped silicon, the charge of the defects counted here has little effect on the bulk field. If all \(N\) slow-exposure defects were positive and lay \(\lambda=5\) nm from silicon, fixed voltage would require a bulk-field change of \(qN\lambda/(\epsilon d)\), or 1.9% of the mean, if the silicon surface potential stayed fixed. Band bending raises this to 2–4% at dopings of \(10^{17}\)–\(10^{18}\) cm⁻³, to 6–9% at \(10^{16}\) cm⁻³, and to about 44% for p-type silicon at \(10^{15}\) cm⁻³. Other holes trapped near silicon, which could change the field more, are left out. So are hydrogen reactions, which can also make defect formation depend on rate. The number 1.59 is therefore an example, not a correction factor for your part. The same holds for the rate scale: here the effect is under 1% at 1 rad/s and below, while many sensitive parts keep degrading more at lower rates, so the example does not show that 1 rad/s is slow enough.

**Q:** And my annealing argument? Two months is a long time.

**A:** It can reverse the result. If defects form uniformly during a time \(T\) and decay with time constant \(\tau\), the fraction present at the end is

\[
\frac1T\int_0^T e^{-(T-t)/\tau}dt=\frac{1-e^{-T/\tau}}{T/\tau}.
\]

The slow exposure lasts 57.9 days. Using the uniform-field fractions 0.9999 and 0.656, and measuring each part 20 s after its exposure ends, when the last holes have arrived, the two damages are equal at \(\tau=63\) days (about 58 days with the full-model fractions). With faster annealing, the fast test leaves more damage.

Your rule works in a thin, high-field oxide if the defects form promptly and then anneal. Take 20 nm, 1 MV/cm, \(Y=0.8\), the same hole mobility and \(\tau=11.6\) days. At 100 rad/s, \(m=4\times10^{-6}\), so recombination is negligible. The slow exposure ends with 0.20 times the damage of the fast one.

**Q:** So what should I compare before choosing the test rate?

**A:** Irradiate matched parts to the same dose, with the same bias and temperature, at a high and a low rate. Measure the fast group at the end of exposure, then again when its total elapsed time equals that of the slow group. The first reading shows damage before long annealing; the second includes delayed growth and annealing.

More damage in the slow group at equal elapsed time does not by itself prove a loss of hole yield, because its later defects have had less time to anneal. If annealing is negligible and delayed growth has finished, that explanation is removed. For qualification, the practical point is simpler: unless low-rate data for this oxide and bias show otherwise, the 500 s test cannot be assumed to bound two months of service.

Numbers in the example were calculated in double precision.
